# Phonon splitting under equal cubic shears in diamond-lattice crystals, part 2

A silicon film with a (111) surface is free to move along its normal $\mathbf n=(1,1,1)/\sqrt3$ and carries the same tension $\sigma=1.0$ GPa in every in-plane direction. Part (e) asks for its strain in the cubic axes; later parts find its phonon lines.

The strain $\varepsilon$ has tensor components in fixed cubic axes $x,y,z$. $I$ is the identity and $J$ the matrix of ones. The zone-centre optical phonon, with relative sublattice displacement $\mathbf u$, is triply degenerate at $\omega_0$ without strain. Strain changes its squared-frequency matrix to first order by $K$, whose eigenvalues $\lambda$ are the squared-frequency shifts and whose eigenvectors are the vibration directions. From part (b), with cyclic partners,

$$K_{xx}=p\,\varepsilon_{xx}+q(\varepsilon_{yy}+\varepsilon_{zz}),\qquad K_{xy}=2r\,\varepsilon_{xy}.$$

Part (b) also showed that half-turns about the cubic axes leave only tensor components whose numbers of indices $n_x,n_y,n_z$ have the same parity. The threefold rotation is $x\to y\to z\to x$.

From part (c), three equal shears $\varepsilon_{yz}=\varepsilon_{zx}=\varepsilon_{xy}=s$ alone give a singlet along $\mathbf n$ and a doublet perpendicular to it:

$$\Delta(\omega^2)_{[111]}=4rs,\qquad \Delta(\omega^2)_{\perp}=-2rs,$$
$$\Delta\omega_{[111]}=\frac{2rs}{\omega_0},\qquad \Delta\omega_\perp=-\frac{rs}{\omega_0}.$$

A small $\lambda$ changes the frequency by $\lambda/(2\omega_0)$.

Frequencies are wavenumbers in cm$^{-1}$. The example's inputs are $\omega_0=520$ cm$^{-1}$, $(p,q,r)=(-1.8,-2.3,-0.7)\,\omega_0^2$, and elastic constants $c_{11}=166$, $c_{12}=64$ and $c_{44}=80$ GPa.

Part (h) also uses the bond model of part (d), with energy per cell

$$E=\sum_{a=1}^{4}\left(\tfrac38\alpha X_a^2+G X_a^3\right)+\tfrac34\beta\sum_{a<c}D_{ac}^2,$$

where $X_a=b_a^2-1$, $D_{ac}=\mathbf b_a\cdot\mathbf b_c+\tfrac13$ and $\mathbf b_a=(I+\varepsilon)\mathbf b_a^0+\mathbf u$. The $\mathbf b_a^0$ are the four unstrained bonds of an atom, of unit length. With $\alpha=1$, $\beta=0.3$, $G=-0.9$, the relaxed model gives $r/\omega_0^2=-0.704$.

**Solution.** The stress has the value $\sigma$ for directions perpendicular to $\mathbf n$ and zero along $\mathbf n$. Its matrix is therefore $\sigma(I-\mathbf n\mathbf n^T)$. Every element of $\mathbf n\mathbf n^T$ is $\tfrac13$, so

$$\sigma_{xx}=\sigma_{yy}=\sigma_{zz}=\tfrac23\sigma,\qquad \sigma_{yz}=\sigma_{zx}=\sigma_{xy}=-\tfrac13\sigma .$$

In a cubic crystal the normal and shear parts of Hooke's law separate in these axes. Let each normal strain be $e$. Then $\sigma_{xx}=c_{11}e+2c_{12}e$, while $\sigma_{xy}=2c_{44}\varepsilon_{xy}$ for a tensor shear. Solving the two relations,

$$e=\frac{2\sigma}{3(c_{11}+2c_{12})},\qquad s=-\frac{\sigma}{6c_{44}} .$$

The three shears are equal, as part (c) requires, but they come with a normal strain. For the example,

$$e=\frac{2\times1.0}{3\times294}=2.268\times10^{-3},\qquad s=-\frac{1.0}{480}=-2.083\times10^{-3}.$$

The full strain matrix is $eI+s(J-I)$. For a unit vector in the film plane $J$ contributes nothing, and the strain is $e-s=4.35\times10^{-3}$. Along the normal it is $e+2s=-1.90\times10^{-3}$. The film is stretched in its plane and becomes thinner, which is why tension gives a negative $s$.

If the in-plane strain is known instead, for instance from a lattice misfit, the stress follows from the ratio $\sigma/(e-s)=1.0/(4.35\times10^{-3})\approx230$ GPa. This is the biaxial modulus of the (111) film for the constants used.

The orientation is essential. A (001) film under equibiaxial stress has $\sigma_{xx}=\sigma_{yy}=\sigma$ and no other stress component. Its cubic shears vanish, and $r$ does not enter its phonon shifts at first order.

### (f) Where are the phonon lines?

Combine the normal and shear strains, and find the positions of the singlet and the doublet.

**Solution.** With equal normal strains each diagonal element of $K$ is $pe+q(e+e)=(p+2q)e$. Thus

$$K=(p+2q)e\,I+2rs\,(J-I).$$

The first term is a multiple of the identity. It moves all three modes together and leaves their directions unchanged, so the shifts add:

$$\lambda_{[111]}=(p+2q)e+4rs,\qquad \lambda_\perp=(p+2q)e-2rs .$$

In units of $\omega_0^2$ the three pieces are

$$4rs\to4(-0.7)(-2.083\times10^{-3})=5.83\times10^{-3},$$
$$-2rs\to-2(-0.7)(-2.083\times10^{-3})=-2.92\times10^{-3},$$
$$(p+2q)e\to(-6.4)(2.268\times10^{-3})=-1.451\times10^{-2}.$$

Multiplication by $\omega_0/2=260$ cm$^{-1}$ turns them into frequency shifts: $+1.52$ cm$^{-1}$ for the singlet and $-0.76$ cm$^{-1}$ for the doublet from shear, and $-3.77$ cm$^{-1}$ for both from the normal strains. The first-order splitting is $2.28$ cm$^{-1}$.

With the square roots evaluated in full, the lines are at

$$\omega_{[111]}=517.7\ \text{cm}^{-1},\qquad \omega_\perp=515.4\ \text{cm}^{-1},$$

and are $2.29$ cm$^{-1}$ apart.

Both lines lie below 520 cm$^{-1}$, although the shear by itself would raise the singlet. The common shift is about two and a half times the singlet's shear shift and has the opposite sign. The shear law of part (c) therefore describes the separation of the two lines in this film, and it must not be applied to the distance of one line from $\omega_0$.

To first order every shift is proportional to $\sigma$. The singlet moves by $-3.77+1.52=-2.26$ cm$^{-1}$ per GPa (the unrounded terms are $-3.773$ and $1.517$), and the doublet moves by $-3.77-0.76=-4.53$ cm$^{-1}$ per GPa. Under compression the signs reverse, and the doublet becomes the upper line.

### (g) Can polarized light separate the two lines?

Light arrives along the film normal and is collected in backscattering. Find the weights of the singlet and the doublet when the incident and scattered polarizations are parallel, and when they are crossed. Assume that the strain leaves the Raman tensors unchanged, that the light is far from an electronic resonance, and that the two lines have equal thermal occupation.

**Solution.** A phonon displacement $\mathbf u$ changes the optical susceptibility by $\sum_kR_{kij}u_k$. The tensor $R$ has three indices, and the half-turns of part (b) again require $n_x,n_y,n_z$ to have the same parity. Their sum is now three, so each is one. The threefold rotation, together with the symmetry in $ij$ that holds away from resonance, makes the remaining elements equal. In suitable units $R_{xyz}=R_{xzy}=1$, with cyclic partners.

Let $\mathbf g$ and $\mathbf h$ be the unit polarization vectors of the incident and scattered light. A mode that vibrates along a unit vector $\mathbf v$ has amplitude $\mathbf v\cdot\mathbf A$, where

$$A_x=g_yh_z+g_zh_y,$$

and cyclically. Its intensity is $(\mathbf v\cdot\mathbf A)^2$. The singlet therefore has weight $(\mathbf n\cdot\mathbf A)^2$, and the doublet has the remainder, $|\mathbf A|^2-(\mathbf n\cdot\mathbf A)^2$.

Both polarizations lie in the film plane, so their components sum to zero. Then $g_x=-(g_y+g_z)$ and $h_x=-(h_y+h_z)$, and their product is

$$g_xh_x=g_yh_y+g_zh_z+A_x=(\mathbf g\cdot\mathbf h-g_xh_x)+A_x .$$

This gives the compact form $A_x=2g_xh_x-\mathbf g\cdot\mathbf h$, and similarly for $y$ and $z$.

The sum of fourth powers $\sum_ig_i^4$ is also needed. From $(\sum_i g_i)^2=0$ and $\sum_i g_i^2=1$ it follows that $g_xg_y+g_yg_z+g_zg_x=-\tfrac12$. Squaring this relation produces cross terms $2g_xg_yg_z(g_x+g_y+g_z)$, which vanish. Hence $g_x^2g_y^2+g_y^2g_z^2+g_z^2g_x^2=\tfrac14$, and

$$\sum_ig_i^4=\Big(\sum_i g_i^2\Big)^2-2\cdot\tfrac14=\tfrac12 .$$

*Parallel polarizations,* $\mathbf h=\mathbf g$. Now $A_i=2g_i^2-1$. The component along the normal is $\mathbf n\cdot\mathbf A=(2-3)/\sqrt3=-1/\sqrt3$, and the squared length is $|\mathbf A|^2=4\cdot\tfrac12-4+3=1$. The singlet has weight $\tfrac13$ and the doublet $\tfrac23$.

*Crossed polarizations,* $\mathbf g\cdot\mathbf h=0$. Now $A_i=2g_ih_i$, and $\mathbf n\cdot\mathbf A=2\,\mathbf g\cdot\mathbf h/\sqrt3=0$. The singlet is absent. Because $\mathbf g,\mathbf h,\mathbf n$ are orthonormal, $g_i^2+h_i^2+\tfrac13=1$, and so

$$|\mathbf A|^2=4\sum_ig_i^2\left(\tfrac23-g_i^2\right)=4\left(\tfrac23-\tfrac12\right)=\tfrac23 .$$

All of this belongs to the doublet. None of the weights depends on how the polarizations are turned within the film plane.

The centroid of the parallel spectrum has the shear contribution $\tfrac13(4rs)+\tfrac23(-2rs)=0$ in squared frequency. To first order it therefore measures the common shift alone. The crossed spectrum shows the doublet. Their separation is

$$\omega_\parallel-\omega_\times=0-\left(-\frac{rs}{\omega_0}\right)=\frac{rs}{\omega_0},$$

which is one third of the splitting. For the film it is $520\times(-0.7)\times(-2.083\times10^{-3})=0.76$ cm$^{-1}$. With full square roots the centroids are at $516.21$ and $515.45$ cm$^{-1}$, and they differ by $0.763$ cm$^{-1}$ instead of $0.758$.

This separation gives the stress without knowledge of the unstrained frequency to the same precision, because a calibration error common to both spectra cancels. The parallel value must be the centroid of the two components, not the position of the peak; part (h) shows how much this matters. Inserting $0.763$ cm$^{-1}$ into the first-order formula returns

$$s=\frac{0.763}{520\times(-0.7)}=-2.10\times10^{-3},\qquad \sigma=-6c_{44}s=1.01\ \text{GPa}.$$

The excess over the input stress, somewhat below one per cent, comes from the linearized square root.

The price is sensitivity. The polarization difference changes by $0.76$ cm$^{-1}$ per GPa, while the crossed line itself moves by $4.53$ cm$^{-1}$ per GPa. An error of $0.1$ cm$^{-1}$ thus means about $0.13$ GPa in the first method and $0.02$ GPa in the second, provided that in the second $\omega_0$ and the temperature are known well enough.

### (h) How far can these numbers be trusted for a real film?

Estimate the largest neglected effects for the film of the example, and compare the splitting with the width of the lines.

**Solution.** *Second-order strain.* The bond model of part (d), with the same $\alpha,\beta,G$, can be relaxed numerically at the film's full strain. Subtracting its own first-order response leaves a remainder in $K$. Scaled to $\omega_0=520$ cm$^{-1}$, this remainder amounts to $+0.08$ cm$^{-1}$ for the singlet and $-0.16$ cm$^{-1}$ for the doublet. The splitting would grow by $0.24$ cm$^{-1}$, about 11% of its first-order value. This number depends strongly on the model, which has no quartic term $X_a^4$ although such a term enters at the same order in strain. Adding $1.26\,X_a^4$ to each bond, the value for a Morse function of $X_a$ with the same $\alpha$ and $G$, reduces the growth of the splitting to $0.14$ cm$^{-1}$. A quartic coefficient of 2.5 would reduce it to $0.03$ cm$^{-1}$. No version has been fitted to the nonlinear response of silicon, and the model matches only $r$: its $p=-1.15\,\omega_0^2$ and $q=-3.15\,\omega_0^2$ differ from the film's values. The result is therefore a rough indication of size and not a correction to apply. It can be the largest of the corrections to the splitting estimated here, and the stress read from the polarization difference changes by the same fraction. Hooke's law has a second-order error as well: with typical third-order elastic constants of silicon, the strain at 1 GPa changes enough to move the splitting by roughly $+0.03$ cm$^{-1}$ and the common shift by roughly $-0.07$ cm$^{-1}$.

*Square root.* Linearizing it misplaces the singlet by $0.005$ and the doublet by $0.02$ cm$^{-1}$. The positions in part (f) already include this correction.

*Phonon wavevector.* In backscattering, light of wavelength 532 nm in a medium of index about 4.1 selects the wavevector $4\pi\times4.1/532=0.097$ nm$^{-1}$. The zone edge along $[111]$ is at $\sqrt3\pi/a\approx10$ nm$^{-1}$, for a cubic cell of rough length $a=0.54$ nm. Suppose that the optical branch falls by roughly 100 cm$^{-1}$ between centre and edge, following a squared sine. The shift is then

$$-100\,\sin^2\!\left(\frac\pi2\cdot\frac{0.097}{10.0}\right)\approx-0.02\ \text{cm}^{-1},$$

about 1% of the splitting. The singlet vibrates along the wavevector and the doublet across it, so their branches need not fall equally. Only the difference between their shifts changes the splitting.

*Heating.* With a rough slope of $-0.02$ cm$^{-1}$ per kelvin, laser heating by 10 K moves all lines by $-0.2$ cm$^{-1}$. If this is mistaken for strain, the common shift is wrong by about 5%. The splitting is unaffected as long as the slope is the same for all three modes.

*Linewidth.* A rough linewidth of 3 cm$^{-1}$ exceeds the splitting of $2.3$ cm$^{-1}$. In an unpolarized spectrum the two components overlap strongly, which is the practical reason for comparing parallel and crossed polarizations. The parallel spectrum is itself a single unresolved peak, however, and its position is not its centroid. For two Lorentzian lines with a full width at half maximum of 3 cm$^{-1}$, the maximum lies only 0.11 cm$^{-1}$ above the crossed line, and a fit with one Lorentzian over a wide window gives 0.60 cm$^{-1}$ (up to about 0.66 for a window of $\pm4$ cm$^{-1}$ with a free baseline), whereas the centroids differ by 0.76 cm$^{-1}$. Used in the formula of part (g), these values would give 0.15 and 0.79 GPa instead of 1 GPa. The parallel spectrum should therefore be fitted with two lines of intensity ratio $1:2$, with the position and width of the doublet taken from the crossed spectrum.

*The real case.* The constants are typical of silicon, and a stress near 1 GPa is high but within the range of strained silicon films. The shear part of the result is proportional to $r$, so an error of 10% in $r$ causes an error of about 10% in the stress deduced from the polarization difference. A film thinner than the depth reached by the light, on a silicon substrate, also shows the substrate line near 520 cm$^{-1}$, which must be separated from the film signal.

The assumption that patterned devices break is that of equal in-plane stress. Near the edge of a narrow stripe the stress across the stripe relaxes. In the limit in which it vanishes while the stress along the stripe is held at 1 GPa, the sum of the normal stresses falls from $2\sigma$ to $\sigma$. The trace of the strain halves with it, and so does the mean shift of the three lines, from $-3.77$ to about $-1.89$ cm$^{-1}$. A long stripe on a substrate keeps its strain along the stripe rather than its stress; the stress then falls to about 0.74 GPa and the mean shift is about $-1.39$ cm$^{-1}$. The threefold symmetry about the normal is then lost, the cubic shears are no longer equal, and the doublet is no longer protected. The full matrix $K$ of part (b) must be diagonalized in place of the formulas $4rs$ and $-2rs$.

Numbers in the example were calculated in double precision.
